# Ground subband of a 3 nm silicon film with finite oxide barriers: verification in Python

```python
# Result under test: the lowest level E of a silicon film (width L, mass mw)
# between oxide barriers (height V, mass mb) obeys
#     (k/mw) tan(k L/2) = q/mb,
# k = sqrt(2 mw E)/hbar, q = sqrt(2 mb (V-E))/hbar,
# and lies below the hard-wall energy hbar^2 pi^2/(2 mw L^2).
# Lengths are in nm, energies in eV, masses in free-electron masses.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

C = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18   # hbar^2/(2 m0), eV nm^2
L, V = 3.0, 3.1
ML, MT, MB = 0.916, 0.19, 0.5
EPS_S, EPS_OX = 11.7, 3.9
T_OX = 1.0
KT = sc.k * 300 / sc.e


def hard_wall(width, mw):
    return C * np.pi**2 / (mw * width**2)


def matched(width=L, barrier=V, mw=ML, mb=MB, slope_ratio=None, t=np.inf):
    """Even ground level; slope_ratio is psi'(silicon)/psi'(oxide).
    A finite t puts a hard wall behind an oxide of thickness t."""
    ratio = mw / mb if slope_ratio is None else slope_ratio

    def mismatch(theta):
        k = 2 * theta / width
        q = np.sqrt(mb * (barrier - C * k**2 / mw) / C)
        return k * np.sin(theta) - ratio * q / np.tanh(q * t) * np.cos(theta)

    theta_max = width / 2 * np.sqrt(mw * barrier / C)
    top = min(np.pi / 2, theta_max * (1 - 1e-12))
    theta = brentq(mismatch, 1e-9, top, xtol=1e-15, rtol=1e-15)
    return C * (2 * theta / width)**2 / mw


def grid_levels(h, mw=ML, pad=2.5, extra=0.0):
    """Finite-volume levels; no interface matching condition is imposed."""
    nw, nb = round(L / h), round(pad / h)
    mass = np.r_[np.full(nb, MB), np.full(nw, mw), np.full(nb, MB)]
    pot = np.r_[np.full(nb, V), np.zeros(nw), np.full(nb, V)]
    diag = C / h**2 * (1 / mass[:-1] + 1 / mass[1:])
    diag = diag + (pot[:-1] + pot[1:]) / 2 + extra
    off = -C / h**2 / mass[1:-1]
    e, v = eigh_tridiagonal(diag, off, select='i', select_range=(0, 1))
    psi = v[:, 0] / np.sqrt(h)
    psi = psi * np.sign(psi[len(psi) // 2])
    return e, psi, nb, nw


def extrapolated(mw):
    coarse = grid_levels(0.01, mw)[0][0]
    fine = grid_levels(0.005, mw)[0][0]
    return (4 * fine - coarse) / 3


# Energy from matching against direct diagonalization
E = matched()
E_HW = hard_wall(L, ML)
E_grid = extrapolated(ML)
E_light = matched(mw=MT)
E_light_grid = extrapolated(MT)
assert abs(E - E_grid) < 1e-6
assert abs(E_light - E_light_grid) < 1e-6
assert E_grid < E_HW and E_grid < E_light_grid
E_equal = matched(mb=ML)
E_wrong = matched(slope_ratio=1.0)
assert abs(E_wrong - E_grid) > 1e-3

k = np.sqrt(ML * E / C)
q = np.sqrt(MB * (V - E) / C)
theta = k * L / 2

# Slope jump and oxide probability from the grid eigenvector
h = 0.005
levels, psi, nb, nw = grid_levels(h)
i = nb + nw - 1                         # right interface among interior nodes
s_si = (3 * psi[i] - 4 * psi[i - 1] + psi[i - 2]) / (2 * h)
s_ox = (-3 * psi[i] + 4 * psi[i + 1] - psi[i + 2]) / (2 * h)
jump = s_si / s_ox
assert abs(jump / (ML / MB) - 1) < 0.01
tail = np.cos(theta)**2 / q
P = tail / (L / 2 + np.sin(2 * theta) / (2 * k) + tail)
P_grid = 2 * h * (psi[i]**2 / 2 + np.sum(psi[i + 1:]**2))
assert abs(P_grid / P - 1) < 0.01
slope_V = (matched(barrier=V + 0.01) - matched(barrier=V - 0.01)) / 0.02
assert abs(slope_V / P - 1) < 0.001


# Effective-width estimate and its leading error
def width_estimate(barrier):
    delta = np.sqrt(C * MB / barrier) / ML
    e = hard_wall(L + 2 * delta, ML)
    c = e / barrier * (0.5 - MB / (3 * ML))
    return delta, e, -4 * delta * c / (L + 2 * delta)


delta, E_eff, error_law = width_estimate(V)
for barrier, tolerance in ((V, 0.05), (10 * V, 0.01), (100 * V, 0.01)):
    _, estimate, predicted = width_estimate(barrier)
    actual = matched(barrier=barrier) / estimate - 1
    assert abs(actual / predicted - 1) < tolerance

# Parameter sensitivity and nonparabolicity, E(1 + alpha E) = E_parabolic
E_mb_low, E_mb_high = matched(mb=0.3), matched(mb=0.9)
assert E_mb_low > E > E_mb_high
layer = 0.543 / 4
E_thin, E_thick = matched(width=L - layer), matched(width=L + layer)
alpha = 0.5
E_nonpar = (np.sqrt(1 + 4 * alpha * E) - 1) / (2 * alpha)
light_ratio = 2 * np.sqrt(ML / MT) * np.exp(-(E_light - E) / KT)


# Electron charge in a symmetric film, potential energy zero at the centre
def charged_film(density):
    step = 0.01
    strength = sc.e / (sc.epsilon_0 * EPS_S) * 1e9
    extra, old = 0.0, 0.0
    for _ in range(40):
        e, wave, pads, wells = grid_levels(step, extra=extra)
        change, old = abs(e[0] - old), e[0]
        charge = cumulative_trapezoid(wave**2, dx=step, initial=0)
        force = -strength * density * (charge - charge[-1] / 2)
        extra = cumulative_trapezoid(force, dx=step, initial=0)
        extra = extra - extra[len(extra) // 2]
    assert change < 1e-9
    return e[0], -extra[pads + wells - 1]


E_low, drop_low = charged_film(0.01)    # 1e12 cm^-2
E_high, drop_high = charged_film(0.10)  # 1e13 cm^-2
drop_cos2 = (sc.e / (sc.epsilon_0 * EPS_S) * 1e9 * 0.01 * L
             * (1 / 8 + 1 / (2 * np.pi**2)))
assert abs(drop_low / drop_cos2 - 1) < 0.05
fermi = 0.10 * np.pi * C / MT           # two valleys, two spins, T = 0


# Classical image energy at the film centre
def image_energy(t):
    def induced(p):
        a = p * L / 2
        ox = EPS_OX / np.tanh(p * t)
        matrix = [[np.cosh(a), -1.0], [EPS_S * np.sinh(a), ox]]
        source = [-np.exp(-a), EPS_S * np.exp(-a)]
        return np.linalg.solve(matrix, source)[0]
    integral = quad(induced, 0, 40 / L, epsabs=1e-10, limit=200)[0]
    return sc.e * 1e9 / (8 * np.pi * sc.epsilon_0 * EPS_S) * integral


gamma = (EPS_S - EPS_OX) / (EPS_S + EPS_OX)
image_sum = (-sc.e * 1e9 * np.log(1 - gamma)
             / (4 * np.pi * sc.epsilon_0 * EPS_S * L))
image_thick, image_gates = image_energy(np.inf), image_energy(T_OX)
assert abs(image_thick / image_sum - 1) < 1e-6

# A hard wall behind 1 nm of oxide, by matching and by diagonalization
wall_shift = matched(t=T_OX) - E
wall_grid = grid_levels(0.005, pad=T_OX)[0][0] - levels[0]
assert wall_shift > 0 and abs(wall_grid / wall_shift - 1) < 0.05


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("film width", L, "nm", 1)
show("barrier height", V, "eV", 1)
show("silicon longitudinal mass", ML, "m0")
show("silicon transverse mass", MT, "m0")
show("oxide mass", MB, "m0")
show("hbar^2/(2 m0)", C, "eV nm^2", 6)
show("hard-wall energy", E_HW * 1e3, "meV")
show("matched ground energy", E * 1e3, "meV")
show("ground energy by diagonalization", E_grid * 1e3, "meV")
show("matched minus hard wall", (E - E_HW) * 1e3, "meV")
show("reduction relative to hard wall", 100 * (1 - E / E_HW), "%", 2)
show("hard-wall excess over matched", 100 * (E_HW / E - 1), "%", 2)
show("k in silicon", k, "1/nm", 5)
show("decay constant in oxide", q, "1/nm", 5)
show("k L/2", theta, "rad", 5)
show("left side (k/mw) tan(kL/2)", k * np.tan(theta) / ML, "1/(nm m0)", 4)
show("right side q/mb", q / MB, "1/(nm m0)", 4)
show("slope ratio silicon/oxide on grid", jump, "(no unit)", 4)
show("mass ratio silicon/oxide", ML / MB, "(no unit)", 4)
show("width extension delta per side", delta, "nm", 4)
show("amplitude decay length in oxide", 1 / q, "nm", 4)
show("effective-width energy", E_eff * 1e3, "meV")
show("predicted error correction", error_law * E_eff * 1e3, "meV", 4)
show("probability in both oxides", 100 * P, "%", 4)
show("energy change for +0.1 eV barrier", (matched(barrier=V + .1) - E) * 1e3, "meV")
show("equal masses 0.916 m0", E_equal * 1e3, "meV")
show("incorrect continuous derivative", E_wrong * 1e3, "meV")
show("energy with oxide mass 0.3 m0", E_mb_low * 1e3, "meV")
show("energy with oxide mass 0.9 m0", E_mb_high * 1e3, "meV")
show("one atomic layer", layer, "nm", 4)
show("energy one layer thinner", E_thin * 1e3, "meV")
show("energy one layer thicker", E_thick * 1e3, "meV")
show("rough nonparabolicity coefficient", alpha, "1/eV", 1)
show("nonparabolic shift", (E_nonpar - E) * 1e3, "meV")
show("light-mass valley hard-wall energy", hard_wall(L, MT) * 1e3, "meV", 2)
show("light-mass valley matched energy", E_light * 1e3, "meV", 2)
show("second heavy-mass subband", levels[1] * 1e3, "meV", 2)
show("thermal energy at 300 K", KT * 1e3, "meV", 2)
show("light/ground population, nondegenerate 300 K", light_ratio, "(no unit)")
show("1e12 cm^-2: centre-to-interface drop", drop_low * 1e3, "meV", 2)
show("1e12 cm^-2: level above centre edge", E_low * 1e3, "meV", 2)
show("1e13 cm^-2: centre-to-interface drop", drop_high * 1e3, "meV", 2)
show("1e13 cm^-2: level above centre edge", E_high * 1e3, "meV", 2)
show("1e13 cm^-2: Fermi energy above subband, 0 K", fermi * 1e3, "meV", 2)
show("silicon relative permittivity", EPS_S, "(no unit)", 1)
show("oxide relative permittivity", EPS_OX, "(no unit)", 1)
show("centre image energy, thick oxide", image_thick * 1e3, "meV", 2)
show("centre image energy, gates behind 1 nm oxide", image_gates * 1e3, "meV", 2)
print(f"tunnelling factor exp(-2qt), t = 1 nm: {np.exp(-2*q*T_OX):.2e} (no unit)")
show("level shift, hard wall behind 1 nm oxide", wall_shift * 1e9, "neV", 1)
print("done: every assertion held")
```

Output:

```
film width: 3.0 nm
barrier height: 3.1 eV
silicon longitudinal mass: 0.916 m0
silicon transverse mass: 0.190 m0
oxide mass: 0.500 m0
hbar^2/(2 m0): 0.038100 eV nm^2
hard-wall energy: 45.613 meV
matched ground energy: 40.803 meV
ground energy by diagonalization: 40.803 meV
matched minus hard wall: -4.809 meV
reduction relative to hard wall: 10.54 %
hard-wall excess over matched: 11.79 %
k in silicon: 0.99045 1/nm
decay constant in oxide: 6.33618 1/nm
k L/2: 1.48568 rad
left side (k/mw) tan(kL/2): 12.6724 1/(nm m0)
right side q/mb: 12.6724 1/(nm m0)
slope ratio silicon/oxide on grid: 1.8329 (no unit)
mass ratio silicon/oxide: 1.8320 (no unit)
width extension delta per side: 0.0856 nm
amplitude decay length in oxide: 0.1578 nm
effective-width energy: 40.822 meV
predicted error correction: -0.0185 meV
probability in both oxides: 0.0719 %
energy change for +0.1 eV barrier: 0.070 meV
equal masses 0.916 m0: 39.295 meV
incorrect continuous derivative: 37.398 meV
energy with oxide mass 0.3 m0: 41.815 meV
energy with oxide mass 0.9 m0: 39.345 meV
one atomic layer: 0.1358 nm
energy one layer thinner: 44.532 meV
energy one layer thicker: 37.524 meV
rough nonparabolicity coefficient: 0.5 1/eV
nonparabolic shift: -0.800 meV
light-mass valley hard-wall energy: 219.90 meV
light-mass valley matched energy: 136.18 meV
second heavy-mass subband: 162.99 meV
thermal energy at 300 K: 25.85 meV
light/ground population, nondegenerate 300 K: 0.110 (no unit)
1e12 cm^-2: centre-to-interface drop: 7.93 meV
1e12 cm^-2: level above centre edge: 39.38 meV
1e13 cm^-2: centre-to-interface drop: 77.05 meV
1e13 cm^-2: level above centre edge: 26.71 meV
1e13 cm^-2: Fermi energy above subband, 0 K: 63.00 meV
silicon relative permittivity: 11.7 (no unit)
oxide relative permittivity: 3.9 (no unit)
centre image energy, thick oxide: 28.44 meV
centre image energy, gates behind 1 nm oxide: -4.83 meV
tunnelling factor exp(-2qt), t = 1 nm: 3.14e-06 (no unit)
level shift, hard wall behind 1 nm oxide: 27.6 neV
done: every assertion held
```
